# Tunnel-Coupled Rashba Surface States of a Centrosymmetric Slab

A model film 32 angstrom thick carries one Rashba-split state on each of its two surfaces. At in-plane wavevector $k=0.050$ per angstrom, the Rashba effect alone would separate the levels by 0.0500 eV. Tunnelling through the film alone would separate them by 0.0320 eV. With both present the separation is 0.0593 eV, well short of the sum, 0.0820 eV. It is the squares that add: $0.0500^2+0.0320^2\approx0.0593^2$. Moreover, each of the two levels is doubly degenerate, although a Rashba surface by itself has no such degeneracy at $k\neq0$.

Both facts are contained in

$$E_\pm(k)=\frac{k^2}{2m}\pm\sqrt{\alpha^2k^2+D^2},$$

where each sign belongs to two states. Here $\alpha$ is the Rashba parameter of one surface in the film, $m$ the in-plane mass and $D$ the tunnelling matrix element between the surfaces. The separation of the doublets is $2\sqrt{\alpha^2k^2+D^2}$, which is $2|D|$ at $k=0$. The algebra is in atomic units, with energies measured from the mean surface level at $k=0$. The result is derived first from symmetry and then from the motion of the electron across the film.

## First derivation: symmetry and anticommuting matrices

**The basis.** Let the slab be nonmagnetic and have an inversion centre. Let the top surface carry a doublet $|T,s\rangle$ that transforms like a spin one-half, and define the bottom states by inversion, $|B,s\rangle=P|T,s\rangle$. Spin is an axial vector, so inversion leaves it unchanged. With Pauli matrices $\tau_i$ acting on (top, bottom) and $s_i$ on spin,

$$P=\tau_x,\qquad \mathcal T=i s_y K,$$

where $K$ is complex conjugation. Both operations send $\mathbf k$ to $-\mathbf k$, so their product $\Theta=\tau_x\,i s_yK$ acts at fixed $\mathbf k$ and commutes with $H(\mathbf k)$.

**The degeneracy.** The matrix $i s_y$ is real, so $\Theta^2=\tau_x^2(i s_y)^2=-1$. If $\psi$ has energy $E$, so has $\Theta\psi$. An antiunitary operator obeys $\langle\Theta\psi|\Theta\chi\rangle=\langle\chi|\psi\rangle$. Setting $\chi=\Theta\psi$ gives

$$-\langle\Theta\psi|\psi\rangle=\langle\Theta\psi|\Theta^2\psi\rangle=\langle\Theta\psi|\psi\rangle .$$

The overlap is therefore zero, and $\Theta\psi$ is a second, independent state. Every level is at least doubly degenerate at every $\mathbf k$.

**The allowed matrices.** A Hermitian $4\times4$ matrix is a real combination of the sixteen products of $\{1,\tau_i\}$ and $\{1,s_i\}$. Under $\Theta$ each $s_i$ changes sign. For the surface matrices, $\tau_x\tau_i^*\tau_x$ equals $\tau_x$, $\tau_y$ and $-\tau_z$ for $i=x,y,z$. The products left unchanged are thus

$$1,\quad \tau_x,\quad \tau_y,\quad \tau_zs_x,\quad \tau_zs_y,\quad \tau_zs_z .$$

Spin-dependent tunnelling, such as $\tau_xs_x$, is forbidden in this basis. The last five matrices, called $\Gamma_a$, each square to one. They also anticommute in pairs: $\tau_x$, $\tau_y$ and $\tau_z$ anticommute with one another, while $\tau_zs_i\tau_zs_j=s_is_j$ changes sign when $i\neq j$ are exchanged. Hence

$$H=\varepsilon+\sum_a d_a\Gamma_a,\qquad (H-\varepsilon)^2=\sum_a d_a^2=|d|^2,$$

because the cross terms cancel. The eigenvalues of $H-\varepsilon$ are $\pm|d|$, and since its trace is zero, two have each sign. The doublets are separated by $2|d|$.

**The dependence on $\mathbf k$.** Inversion requires $H(-\mathbf k)=\tau_xH(\mathbf k)\tau_x$. The coefficient of $\tau_x$ must therefore be even in $\mathbf k$, and those of $\tau_y$ and $\tau_zs_i$ odd. At $k=0$ only $\tau_x$ remains beside the identity, and its coefficient is $D$.

For the linear terms, let the slab have a threefold axis and vertical mirror planes.

- The coefficients of $\tau_y$ and $\tau_zs_z$ would have the form $\mathbf c\cdot\mathbf k$. Invariance under a 120 degree rotation requires the in-plane vector $\mathbf c$ to equal its rotated copy, so $\mathbf c=0$.
- For $\tau_zs_x$ and $\tau_zs_y$, the linear map from $\mathbf k$ to the spin direction must commute with the rotation. It is then a combination of the identity and a quarter turn, which gives $k_xs_x+k_ys_y$ and $k_ys_x-k_xs_y$.
- The mirror $x\to-x$ reverses $k_x$, keeps $s_x$ and reverses $s_y$. The first combination changes sign and is excluded; the second survives.

With $s_t=(k_ys_x-k_xs_y)/k$, the spin component perpendicular to $\mathbf k$ in the plane,

$$H=\frac{k^2}{2m}+\alpha k\,\tau_zs_t+D\,\tau_x .$$

The factor $\tau_z$ says that the Rashba fields of the two surfaces are opposite. Of the quadratic terms, the common kinetic energy is kept and a correction to $D$ is dropped. The vector $d$ has components $D$, $\alpha k_y$ and $-\alpha k_x$, so $|d|^2=D^2+\alpha^2k^2$, which is the stated result. The squares add because the two terms anticommute.

## Second derivation: one electron crossing the film

**Separation by spin.** Now start from a Hamiltonian in the coordinate $z$ normal to the film,

$$H=\frac{p_z^2}{2m_z}+V(z)+\frac{k^2}{2m}+\lambda(z)\,k\,s_t ,$$

with $V$ even and $\lambda$ odd about the mid-plane. The Rashba profile $\lambda$ is odd because inversion reverses $z$ and $\mathbf k$ but leaves spin unchanged: the term $\lambda(z)\,k\,s_t$ is invariant only if $\lambda(-z)=-\lambda(z)$. The operator $s_t$ commutes with $H$, so it can be replaced by its eigenvalue $\eta=\pm1$. Each value leaves a spinless problem,

$$h_\eta=h_0+\eta k\lambda(z),\qquad h_0=\frac{p_z^2}{2m_z}+V(z).$$

The reflection $z\to-z$ leaves $h_0$ unchanged and reverses $\lambda$, so it turns $h_+$ into $h_-$. The two spectra coincide. Within this Hamiltonian every slab level is doubly degenerate, before any restriction to surface states.

**Two levels.** Let $\phi_s$ and $\phi_a$ be the even and odd surface states of $h_0$, with energies $E_s<E_a$, and define

$$D=\tfrac12(E_a-E_s),\qquad \alpha=\langle\phi_s|\lambda|\phi_a\rangle .$$

The sign of $\phi_a$ is chosen to make $\alpha$ positive. The diagonal elements of $\lambda$ vanish because their integrands are odd. Measured from $(E_s+E_a)/2$, and with $k^2/2m$ set aside, the problem for each $\eta$ is

$$\begin{pmatrix}-D&\eta\alpha k\\ \eta\alpha k&D\end{pmatrix},\qquad \epsilon^2-D^2-\alpha^2k^2=0 .$$

So $\epsilon=\pm\sqrt{\alpha^2k^2+D^2}$ for both values of $\eta$. This is the same result.

To connect with the first derivation, form $|T\rangle=(\phi_s+\phi_a)/\sqrt2$ and $|B\rangle=(\phi_s-\phi_a)/\sqrt2$. Then $\langle T|\lambda|T\rangle=\alpha$, $\langle B|\lambda|B\rangle=-\alpha$ and $\langle T|\lambda|B\rangle=0$, while $\langle T|h_0|B\rangle=(E_s-E_a)/2=-D$. Reversing the sign of $|B\rangle$ turns $-D$ into $D$, so this sign has no effect on the spectrum.

**The size of $D$.** Take hard walls at the outer faces, a well of width $a$ at each surface and a barrier of height $V_b$ and width $b$ between them. In the first well $\psi=\sin qu$, with $u$ measured from the wall and $q=\sqrt{2m_zE}$. In the barrier $\psi$ is $\cosh\kappa z$ or $\sinh\kappa z$, with $\kappa=\sqrt{2m_z(V_b-E)}$. Matching $\psi'/\psi$ at $z=-b/2$ gives

$$q\cot qa=-\kappa\tanh\frac{\kappa b}{2}\ \text{(even)},\qquad q\cot qa=-\kappa\coth\frac{\kappa b}{2}\ \text{(odd)}.$$

For a thick barrier, $\tanh(\kappa b/2)\approx1-2e^{-\kappa b}$ and $\coth(\kappa b/2)\approx1+2e^{-\kappa b}$. With $f(E)=q\cot qa+\kappa$, the conditions become $f=\pm2\kappa e^{-\kappa b}$, the upper sign for the even state. An isolated surface has $f=0$. Its slope there follows from $dq/dE=m_z/q$ and $d\kappa/dE=-m_z/\kappa$:

$$f'=\frac{m_z}{q}\left(\cot qa-\frac{qa}{\sin^2qa}\right)-\frac{m_z}{\kappa}.$$

Since $\cot qa=-\kappa/q$, also $1/\sin^2qa=1+\kappa^2/q^2$. Therefore

$$f'=-m_z\left[\frac{\kappa}{q^2}+\frac{a(q^2+\kappa^2)}{q^2}+\frac1\kappa\right]=-\frac{m_z(q^2+\kappa^2)(1+\kappa a)}{\kappa q^2}.$$

To leading order in $e^{-\kappa b}$, the level shifts $\pm2\kappa e^{-\kappa b}/f'$ are equal and opposite, with the even state lower. Their magnitude is

$$D\approx\frac{2\kappa^2q^2e^{-\kappa b}}{m_z(q^2+\kappa^2)(1+\kappa a)} .$$

## The film in numbers

The film has $a=6$ angstrom, $b=20$ angstrom, $V_b=1.00$ eV and $m_z=0.5$ electron masses. The function $\lambda$ is constant in each well, with opposite signs, and zero in the barrier. Its strength, 0.879 eV angstrom, is set so that $\alpha=0.50$ eV angstrom in this film. An isolated surface with the same strength would have $\alpha=0.488$ eV angstrom; the two values merge as the barrier thickens. The in-plane mass is 0.7 electron masses.

Solving $h_0$ in a basis of sine functions gives surface levels at 0.8223 and 0.8543 eV, so $D=0.0160$ eV. Doubling the basis from 80 to 160 functions moves $D$ by less than $10^{-6}$ eV. For the thick-barrier law, $q=0.3313$ and $\kappa=0.1466$ per angstrom. With $\hbar^2/m_e=7.62$ eV angstrom$^2$ restored,

$$D\approx\frac{2(7.62)(0.1466)^2(0.3313)^2e^{-2.932}}{0.5\,(0.1312)(1.880)}\ \text{eV}\approx0.0155\ \text{eV},$$

3% below the slab value. At $b=30$ angstrom the slab gives 0.00359 eV and the law 0.00358 eV; at 40 angstrom both give 0.00083 eV.

At $k=0.050$ per angstrom, $\alpha k=0.0250$ eV and

$$2\sqrt{0.0250^2+0.01598^2}\ \text{eV}=0.0593\ \text{eV},$$

or 0.00218 hartree. The full slab, with all its levels in the basis, gives 0.0591 eV; the formula is 0.5% above it. If the barrier is widened to 30 angstrom with $\alpha$ held at 0.50 eV angstrom, the formula gives 0.0505 eV, almost the splitting of an isolated surface.

## Limits, ring minimum and hidden spin

The Rashba energy $\alpha k$ and the tunnelling element $D$ are equal at $k=D/\alpha=0.032$ per angstrom. Far below this value the square root expands to give a splitting $2D+\alpha^2k^2/D$, for $D>0$: the states are even and odd combinations, weakly mixed by the Rashba term. Far above it the splitting is $2\alpha k+D^2/(\alpha k)$, and each state of definite $s_t$ lies mainly on one surface.

The lower band has slope

$$\frac{dE_-}{dk}=k\left(\frac1m-\frac{\alpha^2}{\sqrt{\alpha^2k^2+D^2}}\right).$$

The bracket can vanish at $k\neq0$ if $m\alpha^2>|D|$. The root is then equal to $m\alpha^2$, which gives

$$k_0^2=m^2\alpha^2-\frac{D^2}{\alpha^2},\qquad E_-(k_0)=\frac{k_0^2}{2m}-m\alpha^2=-\frac{m\alpha^2}{2}-\frac{D^2}{2m\alpha^2}.$$

In the film $m\alpha^2/\hbar^2=0.7(0.50)^2/7.62=0.0230$ eV, which exceeds $D$. In the four-state model the minimum is a ring of radius 0.033 per angstrom at $-0.01705$ eV, only 0.0011 eV below the energy at $k=0$. Distant levels shift so shallow a minimum slightly: the full slab gives a radius of 0.035 per angstrom and a depth of 0.0012 eV. For $|D|\geq m\alpha^2$ the bracket is positive at every $k>0$, and the minimum is at $k=0$.

The degeneracy does not remove spin polarization from each surface. Let $R=\sqrt{\alpha^2k^2+D^2}$ and $h=\alpha k\tau_zs_t+D\tau_x$. Since $h^2=R^2$, the projector on the lower doublet is $(1-h/R)/2$. Summed over its two states, the spin on the top surface is

$$\mathrm{Tr}\left[\frac{1-h/R}{2}\,\frac{1+\tau_z}{2}\,s_t\right]=-\frac{\alpha k}{4R}\,\mathrm{Tr}\,1=-\frac{\alpha k}{R},$$

in units of $\hbar/2$. All other products are traceless. Replacing $1+\tau_z$ by $1-\tau_z$ reverses the sign, so the bottom spin is opposite and the total is zero. The example gives $-0.84$ on top and $+0.84$ below. These values count spin in the states $|T\rangle$ and $|B\rangle$, not in a region of space. In the model film only 57% of $|T\rangle$ lies in the top well, and for the lower doublet the full slab gives $-0.825$ in the upper half of the film and $-0.50$ inside the top well. Tunnelling reduces this hidden polarization, which vanishes at $k=0$.

## What breaks the result

**Unequal surfaces.** A substrate or a normal field adds $U\tau_z$, where $2U$ is the resulting difference between the diagonal energies of the top and bottom states at $k=0$. For $s_t=\eta$ the coefficient of $\tau_z$ becomes $\eta\alpha k+U$, so the levels, apart from $k^2/2m$, are

$$\pm\sqrt{(\alpha k+U)^2+D^2},\qquad \pm\sqrt{(\alpha k-U)^2+D^2}.$$

Each doublet opens for $k\neq0$ when $U\neq0$. At $k=0$ time reversal still protects the pairs. With $2U=0.010$ eV, the roots at the example wavevector are 0.0340 and 0.0256 eV. Each doublet therefore opens by 0.0084 eV, and the single splitting of 0.0593 eV is replaced by 0.0680 eV for one spin direction and 0.0512 eV for the other. For a bias that is constant in each well, with opposite signs, and zero in the barrier, the full slab opens the lower doublet by 0.0087 eV and the upper by 0.0079 eV. This inequality is absent when $U\tau_z$ is the only term added to the four-state model. It corresponds to a further term proportional to $s_t$, which is allowed once inversion is broken, and its size depends on the bias profile.

**Distant levels.** The next slab level is at 1.285 eV, about 0.43 eV above the surface pair. In second order, states above the pair push it down. The mean of the four levels falls by 0.0005 eV at the example wavevector, against a kinetic energy of 0.0136 eV.

**Terms of higher order in $k$.** A term $wk^3\tau_zs_z$ is allowed by the threefold symmetry along suitable directions. It anticommutes with the other two terms, so its square is added under the root. Its angular form is $k_x^3-3k_xk_y^2$. Two other cubic terms are allowed as well: $(k_y^3-3k_x^2k_y)\tau_y$, whose square is also added under the root, and $k^3\tau_zs_t$, which corrects $\alpha$. Only the first is sized here. A trial value $w=50$ eV angstrom$^3$ raises the splitting to 0.0606 eV, by 2%. The tunnelling element may also depend on $k$. If the bulk in-plane mass were half the surface mass, the barrier would rise by the kinetic energy, 0.0136 eV, and $D$ would fall to 0.0153 eV. The higher barrier would also push the surface states into the wells, raising $\alpha$ to 0.505 eV angstrom for the same $\lambda(z)$. The two changes partly cancel: the formula would then give 0.0591 eV, a reduction of about 0.4%.

**Broadening and temperature.** A lifetime of 100 fs corresponds to $\hbar/\text{lifetime}=0.0066$ eV. The doublets would remain distinct, but the ring minimum, 0.0011 eV deep, would be blurred. At 300 K the thermal energy is 0.0259 eV, so thermally distributed carriers would not be confined to the ring.

**The real case.** The thickness and the Rashba parameter are chosen with a thin bismuth (111) film in mind, which has strong spin-orbit coupling, an inversion centre when free-standing, and threefold surfaces. The value of 0.50 eV angstrom is an assumed scale, not one fitted to that surface. The wells, barrier and masses are also model choices, so $D$ is not a prediction for bismuth. In particular, bismuth is a semimetal, with no energy window free of bulk states across the whole zone, whereas the model places its surface levels about 0.16 eV below a clean barrier. Where a surface band meets bulk states, the four-state description fails, and the model does not size that error. A supported film also lacks inversion symmetry; for the assumed $2U=0.010$ eV, this raises the splitting by about 15% for one spin direction and lowers it by about 14% for the other.

## What each derivation assumes

The first derivation assumes inversion, time reversal and four states separated from the rest. It needs no potential profile and no conserved spin component. The form $2|d|$ therefore survives when distant levels are eliminated, since the resulting $4\times4$ Hamiltonian keeps the same symmetries: they change the coefficients, not the algebra. The specific form $2\sqrt{\alpha^2k^2+D^2}$ needs more, here supplied by the threefold axis and small $k$. The mirrors only fix the spin direction: without them a term in $k_xs_x+k_ys_y$ would also be allowed, and its squared coefficient would simply add to $\alpha^2$. Symmetry alone leaves the values of $\alpha$ and $D$ open.

The second derivation assumes more about the Hamiltonian: a film uniform in the plane, one in-plane mass throughout, and a spin-orbit term containing $s_t$ alone. Cubic warping is therefore absent from the start. In return it expresses $\alpha$ and $D$ through wavefunctions, shows how $D$ falls with thickness, and allows the restriction to two levels to be measured, here as a 0.5% error in the splitting at $k=0.050$ per angstrom, growing to about 1% at 0.15 per angstrom. The two arguments share the need for equivalent surfaces. In the first, this enters through $\Theta$; in the second, through the reflection that exchanges $h_+$ and $h_-$. The numerical output below gives most of the values at higher precision.

## Numbers as computed

```
hbar^2/m_e = 7.6200 eV angstrom^2
allowed terms: order k^0 2, order k^1 1
alpha (chosen) = 0.50 eV angstrom
in-plane mass (chosen) = 0.70 m_e
mass along z (chosen) = 0.50 m_e
surface well width = 6.0 angstrom
barrier width = 20.0 angstrom
film thickness = 32.0 angstrom
barrier height = 1.00 eV
Rashba profile strength = 0.8793 eV angstrom
well wavenumber q = 0.3313 1/angstrom
decay constant kappa = 0.1466 1/angstrom
even surface level = 0.82228 eV
odd surface level = 0.85425 eV
next slab level = 1.28476 eV
tunnelling element D = 0.01598 eV
splitting at k=0, 2D = 0.03197 eV
barrier 20 angstrom: D slab 0.015984, law 0.015523 eV
barrier 30 angstrom: D slab 0.003594, law 0.003582 eV
barrier 40 angstrom: D slab 0.000827, law 0.000827 eV
basis 80 to 160: shift of D = 8.2e-08 eV
basis 80 to 160: shift of splitting = 4.6e-07 eV
example k = 0.050 1/angstrom
alpha k = 0.02500 eV
splitting, formula = 0.05935 eV
splitting, formula = 0.002181 hartree
splitting, full slab = 0.05907 eV
formula minus slab = 0.000273 eV
splitting without tunnelling = 0.05000 eV
crossover k = D/alpha = 0.03197 1/angstrom
top spin, lower doublet = -0.8425 (units hbar/2)
bottom spin, lower doublet = 0.8425 (units hbar/2)
ring threshold m alpha^2 = 0.02297 eV
ring minimum k0 = 0.03298 1/angstrom
energy at ring minimum = -0.01705 eV
energy at k=0, lower band = -0.01598 eV
kinetic energy at example k = 0.01361 eV
common shift from distant levels = -0.000481 eV
trial warping coefficient = 50 eV angstrom^3
splitting with warping = 0.06065 eV
D with barrier raised by kinetic energy = 0.01532 eV
surface potential difference 2U = 0.010 eV
doublet gap from U, four-state = 0.00839 eV
lower doublet gap from U, slab = 0.00870 eV
upper doublet gap from U, slab = 0.00793 eV
thermal energy at 300 K = 0.02585 eV
chosen lifetime = 100 fs
broadening hbar/lifetime = 0.00658 eV
```
